# Total exposure for conformal atomic layer deposition in a narrowing pore

## 1. What a fixed dose misses

Suppose that a precursor pulse is timed to coat an open, deep pore down to its bottom, and that every later cycle repeats it. Each cycle narrows the pore. A narrower pore has less wall to coat, but it also passes gas much less readily, and the second effect wins. After enough cycles the pulse no longer saturates the lower wall, and the film stops being conformal.

For the numbers of Section 7, a pulse that just coats a pore 60 nm wide and 10 µm deep would coat 1.7 µm of the same pore once it had narrowed uniformly to 10.2 nm. To keep the film conformal, the exposure must grow from cycle to cycle. The total then rises as the inverse of the remaining diameter, within limits found below.

## 2. Model and conventions

A straight cylindrical pore has depth $L$ and diameter $d$, with $a=L/d\gg1$. The coordinate $x$ runs from the mouth, $x=0$, to the closed bottom, $x=L$.

- Molecules of mass $m$ collide with the wall but not with each other, and leave it in random directions according to the cosine law. Gas and wall have temperature $T$.
- A saturated wall has taken up $S$ molecules per unit area in the cycle. It takes up no more, and adsorbed molecules do not leave.
- The diameter changes between doses, not during one.
- Exposure $E$ is the time integral of the precursor's partial pressure at the mouth.

The other reactant of the cycle obeys the same law, with its own $m$ and $S$, if it meets the same assumptions. The totals below are for one precursor.

## 3. Diffusion by flights between walls

At a wall point, let $\beta_z$ be the angle between the flight and the pore axis, and $\phi$ the angle between the inward normal and the flight's projection on the cross-section. The direction cosine along the normal is $\sin\beta_z\cos\phi$, so the cosine law gives the probability

$$
dP=\frac{1}{\pi}\sin\beta_z\cos\phi\,\sin\beta_z\,d\beta_z\,d\phi ,
$$

with $0<\beta_z<\pi$ and $-\pi/2<\phi<\pi/2$.

The projected flight is a chord of length $d\cos\phi$. The flight length is therefore $s=d\cos\phi/\sin\beta_z$, and the axial displacement is $z=s\cos\beta_z$. Their averages are

$$
\langle s\rangle=\frac d\pi\int\cos^2\phi\,d\phi\int\sin\beta_z\,d\beta_z
=\frac d\pi\,\frac\pi2\,2=d,
$$

$$
\langle z^2\rangle=\frac{d^2}{\pi}\int\cos^3\phi\,d\phi\int\cos^2\beta_z\,d\beta_z
=\frac{d^2}{\pi}\,\frac43\,\frac\pi2=\frac{2d^2}{3}.
$$

Molecules leaving a wall have speeds weighted by $v$ relative to the gas distribution $f(v)$. Hence

$$
\left\langle\frac1v\right\rangle_{\rm wall}
=\frac{\int v^{-1}\,v f(v)\,dv}{\int v f(v)\,dv}=\frac1{\bar v},
\qquad \bar v=\sqrt{\frac{8kT}{\pi m}} .
$$

Speed and direction are independent, so the mean flight time is $d/\bar v$. Successive axial displacements are independent and have zero mean, so their squares add. The diffusivity is

$$
D=\frac{\langle z^2\rangle}{2\langle t\rangle}
=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.
$$

Tracing one million random flights gave a mean flight time of $1.0001\,d/\bar v$.

## 4. Exposure for one cycle

Let $n(x,t)$ be the gas density and $\theta(x,t)$ the fraction of wall sites filled in this cycle. A slice of thickness $dx$ has gas volume $\pi d^2dx/4$ and wall area $\pi d\,dx$. Their ratio gives the factor $4/d$ in the balance

$$
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}
-\frac{4S}{d}\frac{\partial\theta}{\partial t}.
$$

Integrate over the dose, starting from an empty pore and a bare wall, and define $H(x)=\int n\,dt$. The left side becomes the gas still stored in the pore. Relative to the wall uptake it is at most $n_0d/(4S)$, where $n_0$ is the density at the mouth. This is about $9\times10^{-6}$ at the start of the example, so it is dropped:

$$
D\,H''=\frac{4S}{d}\,\theta .
$$

Here $\theta$ is the coverage at the end of the dose. The bottom has area $\pi d^2/4$, a fraction $1/(4a)$ of the side wall. At leading order its uptake is negligible, and $H'(L)=0$.

For a fully covered wall, $\theta=1$. Integrating from the bottom upward gives

$$
H'(x)=-\frac{4S}{dD}(L-x),
$$

and a second integration, from $0$ to $L$, gives

$$
H(0)-H(L)=\frac{2SL^2}{dD}=\frac{6SL^2}{\bar v d^2}.
$$

Since $H(L)$ cannot be negative, the smallest possible $H(0)$ has $H(L)=0$: no gas is spent beyond what diffusion requires. This is the diffusion-limited exposure. With $p=nkT$,

$$
E(d)=kT\,H(0)=\frac{6SL^2}{d^2}\,\frac{kT}{\bar v}.
$$

The last factor is

$$
\frac{kT}{\bar v}=kT\sqrt{\frac{\pi m}{8kT}}
=\sqrt{\frac{\pi mkT}{8}}=\frac14\sqrt{2\pi mkT},
$$

and therefore

$$
\boxed{E(d)=\frac32\,S\sqrt{2\pi mkT}\left(\frac Ld\right)^2.}
$$

The scaling can be read directly. The number of molecules needed goes as $dL$, and the conductance of the pore as $Dd^2/L\propto d^3/L$. Their quotient is $L^2/d^2$.

## 5. When diffusion sets the dose

A real wall does not capture every molecule that strikes a free site. Let the capture probability be $\beta$. The wall is struck at the rate $n\bar v/4$ per unit area, so

$$
S\frac{\partial\theta}{\partial t}=\beta\,\frac{n\bar v}{4}(1-\theta)
\quad\Longrightarrow\quad \theta=1-e^{-\beta h},
\qquad h=\frac{\bar vH}{4S}.
$$

The number $h$ counts hits per site. At the mouth it equals the scaled exposure

$$
\tau=\frac{E}{S\sqrt{2\pi mkT}},
$$

because $\sqrt{2\pi mkT}=4kT/\bar v$. With $\xi=x/d$, the integrated balance becomes

$$
\frac{d^2h}{d\xi^2}=\frac{d\bar v}{D}\theta=3\theta .
$$

Integrating twice, with zero slope at $\xi=a$, and exchanging the order of integration gives

$$
\tau-h(a)=3\int_0^a d\xi\int_\xi^a\theta(\eta)\,d\eta
=3\int_0^a\eta\,\theta(\eta)\,d\eta .
$$

Coverage decreases inward, so it lies between its bottom value $\theta_b$ and 1. The bottom needs $h(a)=\beta^{-1}\ln[1/(1-\theta_b)]$ hits per site. Hence

$$
\frac32\theta_b a^2+\frac1\beta\ln\frac1{1-\theta_b}
\;\le\;\tau\;\le\;
\frac32a^2+\frac1\beta\ln\frac1{1-\theta_b}.
$$

Diffusion sets the dose when $\tfrac32a^2$ greatly exceeds the logarithmic term. In the opposite limit the pore fills almost evenly, the dose is nearly independent of $d$, and the law of this text does not apply.

Two calculations test these results. The first followed the coverage in time for $a=50$, $\beta=0.1$ and $\theta_b=0.99$, with the gas density taken as steady within each time step. The bounds are 3759 and 3796, and the computed exposure was 3804. This lies 0.2% above the upper bound. Since the bound holds for the continuous equations, the excess is a numerical error, for which the test allowed 1%. It comes from the finite time step: with a step four times shorter the exposure is 3795.5, inside the bounds.

The second calculation used no diffusion equation. It balanced the flights exchanged among wall rings, bottom and mouth, with $\beta=1$ and 99% coverage of the bottom. The ratio of its exposure to $\tfrac32a^2$ was 1.075, 1.038 and 1.018 for $a=40$, 80 and 160. The rings are $0.1d$ wide. Averaging over them slightly enlarges the mean square flight, which lowers these values by about 0.25%. The excess roughly halves when $a$ doubles, as expected of a correction nearly proportional to $a$ in $\tau$. With the ring correction applied, $(\tau-\tfrac32a^2)/a$ is 4.7, 4.9 and 5.0, so over this range the correction grows slightly faster than $a$. The strictly proportional part cancels in

$$
\frac{\tau(160)-2\tau(80)}{160^2-2\cdot80^2}
=\frac{39096-2\cdot9964}{12800}\approx1.498,
$$

which becomes 1.501 with the ring correction and agrees with $3/2$ within the numerical error.

## 6. Sum over cycles

A film of thickness $g$ on every side reduces the diameter by $2g$ per cycle. The depth stays fixed, because the top surface and the bottom rise by the same $g$. Starting from $d_0$, cycle $n=0,1,\dots,N-1$ is dosed at

$$
d_n=d_0-2gn,\qquad d_f=d_0-2gN,
$$

where $d_f$ is the diameter remaining after the last cycle. Counting backward with $k=N-n$,

$$
\Sigma=\sum_{n=0}^{N-1}\frac1{d_n^2}
=\sum_{k=1}^{N}\frac1{(d_f+2gk)^2}.
$$

The function $1/y^2$ decreases. Each term is therefore smaller than the function's average over the interval of length $2g$ just below it, and larger than the average over the interval just above. Adding these inequalities gives

$$
\frac1{2g}\left(\frac1{d_f+2g}-\frac1{d_0+2g}\right)
<\Sigma<
\frac1{2g}\left(\frac1{d_f}-\frac1{d_0}\right).
$$

The ratio of the lower bound to the upper is $d_fd_0/[(d_f+2g)(d_0+2g)]$, so for $2g\ll d_f$ the bounds merge. Multiplying by $\tfrac32SL^2\sqrt{2\pi mkT}$ gives

$$
\boxed{E_{\rm tot}\simeq\frac{3SL^2}{4g}\sqrt{2\pi mkT}
\left(\frac1{d_f}-\frac1{d_0}\right).}
$$

When also $d_f\ll d_0$, the second term drops out and $E_{\rm tot}\propto1/d_f$.

**Comparison with a repeated first dose.** Since $d_0-d_f=2gN$,

$$
\frac1{d_f}-\frac1{d_0}=\frac{2gN}{d_0d_f}
\quad\Longrightarrow\quad
\frac{E_{\rm tot}}{N\,E(d_0)}\simeq\frac{d_0}{d_f}.
$$

The needed total exceeds $N$ copies of the first dose by the factor by which the pore has narrowed. For slight narrowing this factor is near 1, and the total grows simply as the number of cycles.

**The limit of closure.** The divergence belongs to small steps, $g\ll d_f$. At fixed $g$ the sum stays finite even for $d_f=0$: for $d_0\gg g$,

$$
\Sigma\to\frac1{4g^2}\sum_{k=1}^{\infty}\frac1{k^2}=\frac{\pi^2}{24g^2}.
$$

This limit is formal, since a molecule stops fitting into the pore before closure.

**Molecules of finite size.** Let the molecule have diameter $\sigma$. Its centre moves in a cylinder of diameter $d-\sigma$. As an estimate, use this diameter for the diffusivity and the gas cross-section, and keep $\pi d$ for the wall that must be coated:

$$
\frac{(d-\sigma)\bar v}{3}\,\frac{\pi(d-\sigma)^2}{4}H''=\pi dS .
$$

Compared with $H''=12S/(\bar vd^2)$, this replaces $1/d^2$ by $d/(d-\sigma)^3$. With $u=d-\sigma$, the continuum sum becomes

$$
\frac1{2g}\int\frac{u+\sigma}{u^3}\,du
=\frac1{2g}\left[\frac1{u_f}+\frac{\sigma}{2u_f^2}
-\frac1{u_0}-\frac{\sigma}{2u_0^2}\right],
$$

where $u_f=d_f-\sigma$ and $u_0=d_0-\sigma$. The $1/d_f$ law thus also requires $d_f\gg\sigma$. In this estimate, the growth is steeper when $d_f$ approaches $\sigma$.

## 7. Worked example

Take rough typical values for alumina grown from trimethylaluminium in a porous template: $L=10$ µm, $d_0=60$ nm, $d_f=10$ nm, $g=0.1$ nm, $T=473$ K, and a precursor pressure of 0.1 Torr. A film density of 3.0 g/cm³, with two aluminium atoms per formula unit and one per precursor molecule, gives $S=3.54$ molecules/nm². The precursor mass is 72.09 u, and

$$
S\sqrt{2\pi mkT}=1.863\times10^{-6}\ \text{Torr s}.
$$

The number of cycles is $N=(60-10)/(2\times0.1)=250$. The first and last doses are

$$
E(60\ \text{nm})=1.5\,(166.7)^2\,(1.863\times10^{-6})
=0.0776\ \text{Torr s},
$$

$$
E(10.2\ \text{nm})=1.5\left(\frac{10000}{10.2}\right)^2(1.863\times10^{-6})
=2.69\ \text{Torr s}.
$$

At 0.1 Torr these take 0.78 s and 27 s. The integral law gives

$$
E_{\rm tot}\simeq\frac{0.75\,(10^4)^2}{0.1}\,(1.863\times10^{-6})
\left(\frac1{10}-\frac1{60}\right)=116.4\ \text{Torr s},
$$

and the explicit sum is 115.1 Torr s, or about 1150 s of precursor dosing. Repeating the first dose 250 times would supply 19.4 Torr s. The ratio is 5.93, close to $d_0/d_f=6$.

The depth in Section 1 follows from the one-cycle law. If captured molecules fill the wall from the mouth inward with a sharp front, $L$ may be replaced by the coated depth $\ell$. Equal exposure then means equal $\ell/d$, so $\ell=166.7\times10.2\ \text{nm}\approx1.7$ µm. With finite sticking the front is blurred and this is the depth of half coverage. The depth of 99% coverage is about 1.5 µm for $\beta=0.01$ and 1.2 µm for $\beta=0.001$.

The inverse law shows most clearly in successive halvings, with $d_0$, $L$ and $g$ held fixed:

| Remaining diameter | Total exposure |
|---|---|
| 40 nm | 11.6 Torr s |
| 20 nm | 46.3 Torr s |
| 10 nm | 115.1 Torr s |
| 5 nm | 250.7 Torr s |

The increments are 34.7, 68.8 and 135.6 Torr s. Each is nearly twice the previous one, as the difference $1/d_f-1/(2d_f)=1/(2d_f)$ requires for a halving that ends at $d_f$. The totals themselves do not double, because the term $-1/d_0$ still matters.

The table treats the molecules as points. With $\sigma=0.6$ nm, the size estimate of Section 6 raises the four totals by about 4, 6, 11 and 23%, so the real growth at the narrow end is steeper than the inverse law.

## 8. Reading the result for a real process

The inputs are rough values for a familiar process, but a depth of 10 µm at a final aspect ratio of 1000 is demanding. The largest correction among those estimated is molecular size. With $\sigma=0.6$ nm it raises the total by about 11%, to roughly 130 Torr s.

The other estimates, relative to the leading total, are smaller:

- Mouth and bottom add under 1% to the total, and about 2% to the first pulse. The figure for the total is a rough extrapolation of the ballistic result at $a=160$ to aspect ratios up to 1000.
- Finite sticking, with $\beta=0.01$ and 99% coverage at the bottom, adds about 0.2%. The value of $\beta$ is uncertain. The added term goes as $1/\beta$, so $\beta=0.001$ would make it about 2%.
- On a concave wall, a fixed film volume per area gives a thickness $g'=d/2-\sqrt{d^2/4-dg}$, slightly above $g$. The pore narrows faster, fewer cycles are needed, and the total falls by about 0.6%.

The integral law exceeds the explicit sum by 1.2%. In precursor gas alone at 0.1 Torr the mean free path is about 0.3 mm, far larger than the pore diameter, so neglecting collisions between molecules is sound here. A carrier gas shortens the path, to roughly 35 µm in 1 Torr of nitrogen, which is still ample. At atmospheric pressure it is about 50 nm, comparable to the diameter, and the free-molecular law no longer holds.

The exposure is defined at the pore mouth. Precursor used up elsewhere in the reactor, purge time and the water half-cycle are not included. Pores that taper, branch or vary in diameter need their own conductance calculation. For a straight pore within the stated limits, a pulse at constant pressure should lengthen as $1/d_n^2$, with a margin for molecular size and sticking. The size margin is not the same for every pulse: with $\sigma=0.6$ nm it grows from about 3% in the first cycle of the example to about 20% in the last. The sticking margin runs the other way: it is about 1% in the first cycle for $\beta=0.01$ and about 11% for $\beta=0.001$, and below 0.3% in the last cycle for both.

## Values computed for the example and the checks

```
TESTS OF THE SINGLE-CYCLE LAW
mean square axial flight / d^2: 0.66667
mean flight time * mean speed / d: 1.0001
diffusivity / (d * mean speed): 0.3333
time march: aspect 50, sticking 0.1
  scaled exposure for 99% at bottom: 3804
  lower and upper bounds: 3759, 3796
ballistic, aspect 40: tau 2580.9, ratio 1.0754
ballistic, aspect 80: tau 9964.0, ratio 1.0379
ballistic, aspect 160: tau 39096.3, ratio 1.0181
ballistic quadratic coefficient: 1.4975
EXAMPLE INPUTS (rough typical values)
depth: 10000 nm; initial diameter: 60 nm
remaining diameter: 10 nm; growth: 0.1 nm/cycle
temperature: 473 K; pressure: 0.1 Torr
film density: 3.0 g/cm3
precursor mass: 72.09 u
molecular diameter: 0.6 nm; sticking: 0.01
EXAMPLE RESULTS
uptake per cycle: 3.544 molecules/nm2
gas mean speed: 372.7 m/s
exposure unit S*sqrt(2 pi m k T): 1.8629e-06 Torr s
number of cycles: 250
aspect ratio at start: 166.7; at end: 1000.0
first-cycle exposure: 0.0776 Torr s
last dosed diameter: 10.2 nm
last-cycle exposure: 2.686 Torr s
total, explicit sum: 115.08 Torr s
total, integral law: 116.43 Torr s
total dosing time: 1151 s
first dose repeated every cycle: 19.40 Torr s
needed total / repeated first dose: 5.93
total down to 40 nm: 11.59 Torr s
total down to 20 nm: 46.26 Torr s
total down to 10 nm: 115.08 Torr s
total down to 5 nm: 250.67 Torr s
ratios of successive increments: 1.985, 1.970
formal sum at closure: 11468 Torr s
NEGLECTED EFFECTS ON THE TOTAL
finite molecular size: +11.3 %
mouth and bottom (extrapolated slope): +0.62 %
finite sticking, 99% at bottom: +0.19 %
wall curvature in growth: -0.59 %
integral law minus explicit sum: +1.17 %
gas mean free path: 306 um
stored gas / wall uptake at start: 8.64e-06
```
